# Why one relaxation time gives no transverse magnetoresistance

## 1. What symmetry and dimensions allow

A long metal bar carries a current density $\mathbf j$ along $x$ in a magnetic field $\mathbf B=B\hat{\mathbf z}$. Its transverse magnetoresistance is the change of $E_x/j_x$ with $B$, measured with no net current through the side faces.

Suppose that the electric field is linear in $\mathbf j$ and that the metal is isotropic. For $\mathbf j$ perpendicular to $\mathbf B$, the available vectors in the plane normal to $\mathbf B$ are $\mathbf j$ and $\mathbf j\times\mathbf B$, so

$$\mathbf E=a(B^2)\,\mathbf j+b(B^2)\,\mathbf j\times\mathbf B .$$

The coefficients are even in $B$: a mirror plane containing $z$ reverses the axial vector $\mathbf B$, and a scalar coefficient cannot change under it.

Let the metal be described by the electron density $n$, charge $-e$ (with $e>0$), mass $m$ and relaxation time $\tau$. Among $n,e,m,\tau,B$, only $n$ contains a length, and the one dimensionless combination is

$$w=\omega_c\tau=\frac{eB\tau}{m}.$$

A resistivity must therefore have the form

$$a=\frac{m}{ne^2\tau}\,F(w^2).$$

Symmetry thus forbids a change that reverses sign with $B$, but permits an even one, such as a change proportional to $B^2$. That $F=1$ must come from the dynamics. It must also be shown that the Fermi speed and the temperature, left out of the list, do not enter.

## 2. The model and its momentum balance

The electrons are free, with momentum $m\mathbf v$, and are treated semiclassically, without Landau levels. Let $f(\mathbf v)$ be their distribution, with $\int f\,d^3v=n$. Collisions drive $f$ towards an isotropic distribution $f_0$ of the same density, with one time $\tau$ for all electrons. In a uniform steady state the Boltzmann equation is

$$\frac{\mathbf F}{m}\cdot\frac{\partial f}{\partial\mathbf v}=-\frac{f-f_0}{\tau},\qquad \mathbf F=-e(\mathbf E+\mathbf v\times\mathbf B).$$

Multiply by $mv_i$ and integrate over velocity. On the left, integrate by parts; the boundary term vanishes because $f$ falls off rapidly at large speed. With summation over $k$,

$$\int v_iF_k\frac{\partial f}{\partial v_k}\,d^3v
=-\int f\left(F_i+v_i\frac{\partial F_k}{\partial v_k}\right)d^3v .$$

The last term is zero. The electric force does not depend on $\mathbf v$, and each component of $\mathbf v\times\mathbf B$ lacks the velocity component with respect to which it is differentiated. Since $\mathbf F$ is linear in $\mathbf v$, its average contains only the mean velocity $\mathbf u=\langle\mathbf v\rangle$. The left side is therefore

$$-n\langle F_i\rangle=ne(\mathbf E+\mathbf u\times\mathbf B)_i .$$

On the right, $f_0$ has no mean velocity, which leaves $-nmu_i/\tau$. Dividing by $-n$,

$$-e(\mathbf E+\mathbf u\times\mathbf B)=\frac{m\mathbf u}{\tau}.$$

The mean force supplies the momentum that collisions remove. No second moment of $f$ has appeared, so neither the Fermi speed nor the temperature enters, except through the value of $\tau$. The electric field was not assumed weak either.

## 3. From drift to resistivity

Solve the balance for the field:

$$\mathbf E=-\frac{m\mathbf u}{e\tau}-\mathbf u\times\mathbf B .$$

The current density is $\mathbf j=-ne\mathbf u$, so $\mathbf u=-\mathbf j/(ne)$. Both minus signs cancel:

$$\mathbf E=\rho_0\,\mathbf j+\frac{\mathbf j\times\mathbf B}{ne},\qquad \rho_0=\frac{m}{ne^2\tau}.$$

With $\mathbf j\times\mathbf B=(j_yB,\,-j_xB,\,0)$ and $B/(ne)=\rho_0w$, the components are

$$E_x=\rho_0(j_x+w\,j_y),\qquad E_y=\rho_0(j_y-w\,j_x).$$

The side faces are insulating, so $j_y=0$ there in the steady state. In the uniform part of the bar, far from the current contacts, $j_y$ is then zero throughout. Hence

$$\boxed{\frac{E_x}{j_x}=\rho_0,\qquad E_y=-\frac{j_xB}{ne}.}$$

The first result holds for every $B$ within the model, so $F=1$. If $\mathbf B$ has any other direction, $\mathbf j\times\mathbf B$ is still perpendicular to $\mathbf j$, and the field component along the current is still $\rho_0 j$.

## 4. What the Hall field balances

For $j_x>0$ the electrons drift along $-x$, with $u_x=-j_x/(ne)$. Their mean Lorentz force along $y$ is

$$-e(\mathbf u\times\mathbf B)_y=eu_xB=-\frac{j_xB}{n}.$$

It pushes electrons towards the face at negative $y$. That face becomes negative and the opposite face positive, so the field between them points along $-y$, as the boxed result says. Its force on an electron is

$$-eE_y=+\frac{j_xB}{n},$$

which cancels the mean Lorentz force.

A single electron is not in balance. Using $E_y=u_xB$, the transverse force on an electron of velocity $\mathbf v$ is

$$-e(E_y-v_xB)=eB(v_x-u_x).$$

Its average is zero, but its spread is $eB$ times the spread of $v_x$. Individual paths remain curved; what is restored is the mean drift.

This was tested on trajectories started in isotropic directions and weighted by the exponential distribution of times since the last collision. In units $e=m=n=\tau=1$, with start speed 1, driving field 0.3 and $w=2$, the mean transverse force was $5\times10^{-14}$ and its rms spread 1.234. The resistivity found from such trajectories, for fields up to $w=3$, differed from $\rho_0$ by at most about $2\times10^{-12}$ of $\rho_0$, which is the level of numerical error.

## 5. The same metal with the Hall field shorted

Suppose that transverse current may flow freely, so that $E_y=0$. The second component equation gives $j_y=wj_x$, and the first then gives

$$E_x=\rho_0(1+w^2)\,j_x .$$

The ratio $E_x/j_x$ now grows with field, although the metal is unchanged. A disc with contacts at its centre and rim behaves in this way: the current driven around the circle closes on itself, and no Hall field builds up.

The heating shows where the increase comes from. Because $(\mathbf j\times\mathbf B)\cdot\mathbf j=0$, the power per volume is $\mathbf E\cdot\mathbf j=\rho_0j^2$ in either geometry. With $E_y=0$, the total current satisfies $j^2=(1+w^2)j_x^2$. The extra power is that of the transverse current, which the Hall field suppresses in the bar.

## 6. Two relaxation times

Now let half of the electrons have the time $\tau(1+s)$ and half $\tau(1-s)$, with equal masses, $0<s<1$ and no exchange between the groups. The groups drift at different speeds, so one Hall field cannot balance the mean Lorentz force in both.

Write $E_+=E_x+iE_y$ and $j_+=j_x+ij_y$. For a single group, the component equations combine into

$$E_+=\rho_0(1-iw)\,j_+ .$$

The two groups feel the same field and their currents add. In units of $1/\rho_0$ the total conductivity is

$$S=\frac12\left[\frac{1+s}{1-iw(1+s)}+\frac{1-s}{1-iw(1-s)}\right].$$

Set $p=1-s^2$ and bring the sum to a common denominator:

$$S=\frac{1-iwp}{1-2iw-w^2p}.$$

When the total $j_y$ is zero, $E_x/j_x$ is $\rho_0$ times the real part of $1/S$. Multiplying numerator and denominator of $1/S$ by $1+iwp$,

$$\operatorname{Re}\frac1S=\frac{(1-w^2p)+2w^2p}{1+w^2p^2}=\frac{1+w^2p}{1+w^2p^2}.$$

Subtracting 1 and using $1-p=s^2$,

$$\frac{\Delta\rho}{\rho_0}=\frac{w^2s^2(1-s^2)}{1+w^2(1-s^2)^2}.$$

This is positive, starts as $w^2$ and saturates at $s^2/(1-s^2)$ in strong field. For $s=0.3$ and $w=1$ it gives 0.044801, and the trajectory calculation gives the same digits. The total transverse current is zero, but the two groups carry opposite transverse currents.

## 7. A relaxation time that depends on energy

Let collisions be elastic, with $\tau(\varepsilon)$ depending on the energy $\varepsilon$, and let $\mathbf E$ be weak. Write $f=f_0+\mathbf g(\varepsilon)\cdot\mathbf v$. The magnetic force is perpendicular to $\mathbf v$, so it does not act on the energy dependence of $\mathbf g$. To first order in $\mathbf E$, the Boltzmann equation becomes

$$\frac{\mathbf g}{\tau(\varepsilon)}-\frac em\,\mathbf B\times\mathbf g=e\mathbf E\,\frac{\partial f_0}{\partial\varepsilon}.$$

This is the drift equation of section 2 for each energy separately. The currents add with the weight $\varepsilon^{3/2}(-\partial f_0/\partial\varepsilon)$: one factor $\varepsilon$ comes from the squared velocity and $\varepsilon^{1/2}$ from the density of states. With $\langle\ \rangle$ now denoting this weighted average, the conductivity is proportional to

$$\left\langle\frac{\tau}{1-i\omega_c\tau}\right\rangle\approx\langle\tau\rangle+i\omega_c\langle\tau^2\rangle-\omega_c^2\langle\tau^3\rangle .$$

The real part of its inverse, to order $\omega_c^2$, gives

$$\frac{\Delta\rho}{\rho_0}\approx\omega_c^2\left(\frac{\langle\tau^3\rangle}{\langle\tau\rangle}-\frac{\langle\tau^2\rangle^2}{\langle\tau\rangle^2}\right).$$

Put $\tau=\bar\tau(1+\delta)$ with $\langle\delta\rangle=0$. To second order in $\delta$ the bracket is $\bar\tau^2[(1+3\langle\delta^2\rangle)-(1+2\langle\delta^2\rangle)]=\bar\tau^2\langle\delta^2\rangle$. The magnetoresistance is $w^2$ times the relative variance of $\tau$, in agreement with the two-group result at small $w$ and $s$.

For $\tau\propto\varepsilon^r$ near the Fermi energy, $\delta\approx r(\varepsilon-E_F)/E_F$. The thermal window $-\partial f_0/\partial\varepsilon$ has variance $(\pi^2/3)(k_BT)^2$, so at leading order

$$\frac{\Delta\rho}{\rho_0}\approx w^2r^2\,\frac{\pi^2}{3}\left(\frac{k_BT}{E_F}\right)^2 .$$

## 8. A film with diffuse faces

Take a film of thickness $d$ with $\mathbf B$ along its normal, and let its faces scatter electrons diffusely. An electron then keeps the drift it has gained since its last collision or its last contact with a face, whichever came later. Let $\lambda=v_F\tau$ be the mean free path, $\mu$ the cosine of the angle between velocity and normal, and $z$ the distance from the face last left. That face was left a time $z/(v_F\mu)$ ago. With $a=1-iw$ and time measured in $\tau$, the response is

$$\int_0^{z/(\lambda\mu)}e^{-at}\,dt=\frac{1-e^{-az/(\lambda\mu)}}{a}.$$

Average over $z$ from 0 to $d$. For $d\gg\lambda$ the remaining exponential is negligible, which leaves $(1/a)[1-\lambda\mu/(ad)]$. As in section 7, the field changes $f$ in proportion to the in-plane velocity, and the current contains that velocity once more. The direction weight is therefore the squared in-plane velocity, normalized to $\tfrac32(1-\mu^2)$ for $0<\mu<1$, and it gives $\langle\mu\rangle=\tfrac32(\tfrac12-\tfrac14)=\tfrac38$. With $q=3\lambda/(8d)$,

$$S=\frac1a\left(1-\frac qa\right),\qquad \frac1S=a+q+\frac{q^2}{a}+\dots$$

The real part is $1+q+q^2/(1+w^2)$. At first order in $\lambda/d$ the faces add a resistance that does not depend on $B$. The leading field dependence is

$$\frac{\Delta\rho}{\rho}\approx-q^2\frac{w^2}{1+w^2}=-\frac{9}{64}\left(\frac{\lambda}{d}\right)^2\frac{w^2}{1+w^2}.$$

## 9. Numbers for a copper Hall bar

Take rough values for copper at 300 K: $n=8.5\times10^{22}\ \mathrm{cm^{-3}}$ and $\rho_0=1.7\ \mathrm{\mu\Omega\,cm}$. The film is 500 nm thick and 100 µm wide, and carries $0.10\ \mathrm{MA/cm^2}$ in a field of 10 T. From $\tau=m/(ne^2\rho_0)$ one finds 24.6 fs, a mobility $e\tau/m$ of $43.2\ \mathrm{cm^2/Vs}$ and a mean free path of 39 nm. Then

$$w=\frac{e\tau}{m}B=(43.2\times10^{-4}\ \mathrm{m^2/Vs})(10\ \mathrm T)=0.0432 .$$

With the bulk resistivity the driving field is $\rho_0j=0.170$ V/cm; diffuse faces would raise it by 3 per cent. The Hall field has the size $w\rho_0j=0.0432\times0.170=0.00734$ V/cm. Across 100 µm, or 0.01 cm, this is a Hall voltage of 73 µV. That is the free-electron value. The measured Hall coefficient of copper is roughly a quarter to a third smaller than $1/(ne)$, so a real bar would show about 50 to 55 µV.

The drift speed is 7.3 cm/s, while the Fermi speed is $1.58\times10^8$ cm/s. An electron moving along the bar at the Fermi speed feels a Lorentz force equal to that of a field of $1.6\times10^5$ V/cm, about $2\times10^7$ times the Hall field. The Hall field balances the small mean of large forces of both signs.

The ideal bar has $\Delta\rho=0$ away from its current contacts. The contacts short the Hall field within about one width of each end, so the contact-to-contact resistance of a long bar of length $L$ and width $W$ rises by about $0.54\,w^2W/L$, which is $1.0\times10^{-4}$ here for $L=10W$; voltage probes a few widths from the contacts do not see this rise. At the same field, the departures treated above have these sizes, each relative to the zero-field value of the same case:

- Hall field shorted: $+1.9\times10^{-3}$, which is $w^2$.
- Two groups with a trial spread $s=0.3$: $+1.5\times10^{-4}$.
- Energy-dependent time with a trial exponent $r=3/2$: $+1.9\times10^{-7}$.
- Diffuse faces, 500 nm film: $-1.7\times10^{-6}$.
- Diffuse faces, 40 nm film with the same $\tau$: $+2.5\times10^{-5}$.

For the 500 nm film, $q=0.029$, and the leading law gives about $-1.6\times10^{-6}$. The next term of the series, $q^3/a^2$, enlarges the change by a fraction of about $3q$, while dividing by the film's own zero-field resistance, about $1+q$ in units of the bulk value, reduces it by a fraction of about $q$. The net increase is about $2q$, or 6 per cent, which leads to the value in the list. In the 40 nm film the thickness is close to the mean free path, so the thick-film law does not apply, and the computed change has the opposite sign.

## 10. The model beside real copper

The density corresponds to one conduction electron per atom, and the resistivity is close to that of good bulk copper at room temperature. The field is that of a strong laboratory magnet. Real copper breaks the assumption of an isotropic metal: its Fermi surface has necks that reach the zone boundary, and both the velocity and the scattering vary over it. The two-group estimate shows only that a spread of 30 per cent in the relaxation time would give a change of order $10^{-4}$ at 10 T. That spread was chosen, not derived, and the estimate leaves out the uneven curvature of the Fermi surface, which can also produce magnetoresistance. It therefore does not predict the value for copper. Thin films also have grain boundaries, which shorten $\tau$ and thereby reduce $w$ at a given field.

The side walls raise the zero-field resistance of this wide bar by about $1.4\times10^{-4}$ if they and the faces scatter diffusely. This is slightly below the value $1.45\times10^{-4}$ for walls alone, which is $3\lambda/8$ divided by the width, because the faces end some of the paths before a wall does. How that part changes with $B$ has not been calculated here. In a wire whose width is comparable with $\lambda$ it cannot be assumed small, and the single-time result should not be relied on.

Landau quantization is unresolved under these conditions. The level spacing $\hbar\omega_c$ is 1.2 meV, against a thermal energy of 26 meV and a collision broadening $\hbar/\tau$ of 27 meV. In a much purer metal at low temperature both of these shrink, and the semiclassical description has to be examined again. The full set of values is in the numerical output.

## Table of computed values

```
INPUT (rough values, copper film)
electron density          8.50e+22 cm^-3
resistivity at B=0        1.70 uohm cm
temperature               300 K
film thickness            500 nm
bar width                 100 um
current density           0.10 MA/cm^2
magnetic field            10.0 T
DERIVED
relaxation time           24.56 fs
mobility                  43.19 cm^2/Vs
Fermi energy              7.049 eV
Fermi speed               1.575e+08 cm/s
mean free path            38.67 nm
drift speed               7.343 cm/s
omega_c tau               0.04319 (no unit)
driving field E_x         0.1700 V/cm
Hall field, size          0.007343 V/cm
Hall field from ensemble  0.007343 V/cm
Hall voltage, size        73.43 uV
v_F B, one fast electron  1.575e+05 V/cm
ENSEMBLE TESTS (units e=m=n=tau=1)
largest |change of rho|   2e-12 (w up to 3)
mean transverse force     5e-14 (w = 2)
rms spread of that force  1.234 (w = 2)
two groups, w=1: ensemble 0.044801
two groups, w=1: formula  0.044801
RELATIVE CHANGE OF RESISTANCE AT THE EXAMPLE FIELD
Hall field shorted        1.866e-03
two times, s=0.3          1.526e-04
tau ~ energy^1.5, direct  1.854e-07
tau ~ energy^1.5, law     1.857e-07
diffuse faces, 500 nm     -1.661e-06
diffuse faces, 40 nm      2.468e-05
OTHER NEGLECTED SIZES
faces, rise of rho at B=0 2.987e-02
walls, rise of rho at B=0 1.450e-04
Landau level spacing      1.158 meV
thermal energy kT         25.85 meV
broadening hbar/tau       26.80 meV
```
